Moire overlay magnification when the upper or the lower grating moves

Q: Two gratings of slightly different periods lie one above the other, and their slow moire fringes are said to magnify an overlay error. Overlay is a relative displacement. Why should it matter which grating moved?

A: Because the camera measures the fringe position against something, and that reference need not move with either grating. Let the upper grating have period p_u and a line centre at x = u. Let the lower one have period p_l and a line centre at x = l. Both displacements are measured along +x from a fixed origin, and the overlay is

e = u − l.

Start with geometry. The line centres lie at u + j p_u and l + j p_l, with j an integer. Treat j as continuous to find where the two sequences fall into step:

u + j p_u = l + j p_l, so j = (u − l)/(p_l − p_u).

The position of coincidence is

X = u + p_u (u − l)/(p_l − p_u)
= [u(p_l − p_u) + p_u u − p_u l]/(p_l − p_u)
= (p_l u − p_u l)/(p_l − p_u).

The coefficients of u and l are the two gains:

M_u = p_l/(p_l − p_u), M_l = −p_u/(p_l − p_u).

They have opposite signs and unequal sizes. If the upper period is the smaller, the fringe follows the upper grating and runs against the lower one. If the upper period is the larger, both signs reverse.

Q: Unequal sizes look suspicious. Surely moving the upper grating right is the same as moving the lower one left?

A: It is the same relative displacement, but the two cases differ by a common translation of the whole target. Add the gains:

M_u + M_l = (p_l − p_u)/(p_l − p_u) = 1.

If both gratings move by c, the fringe moves by c, as any rigid object must. The same formula can be written from either grating's point of view:

X − l = p_l (u − l)/(p_l − p_u) = M_u e,
X − u = p_u (u − l)/(p_l − p_u) = −M_l e.

An observer riding on the lower grating sees the gain M_u. One riding on the upper grating sees −M_l = M_u − 1, which is smaller in size by one when the upper period is the smaller, and larger in size by one when it is the larger. As a limiting case, let p_l grow without bound at fixed p_u. Then M_u → 1 and M_l → 0: the lower grating no longer has structure on the scale of interest, and the pattern simply travels with the upper one.

Q: That is a drawing of lines. Light diffracts, crosses a film, reflects, and may bounce several times. Why should the drawing survive?

A: Because translation enters diffraction through a phase that the other details cannot alter. Assume parallel, rigid, periodic gratings, wide enough for edge effects to be ignored, a linear optical response and fixed illumination.

Consider one grating of period p that converts a wave of spatial frequency q, exp(2πi q x), into one of frequency q + m/p, with coefficient c. Displace the grating by s. In coordinates x′ = x − s attached to it, the incoming wave is

exp(2πi q x) = exp(2πi q s) exp(2πi q x′).

The outgoing wave is therefore

c exp(2πi q s) exp[2πi (q + m/p)(x − s)]
= c exp(−2πi m s/p) exp[2πi (q + m/p)x].

The displacement has added the factor exp(−2πi m s/p). The argument did not need a thin grating, and c may be a matrix acting on polarization.

Now follow any path through the stack. If its orders at the upper grating add up to m and those at the lower grating to n, its total displacement factor is

exp[−2πi (m u/p_u + n l/p_l)],

and its frequency has changed by m/p_u + n/p_l. Propagation between the gratings depends on the frequencies and the gap, not on u or l. All paths with the same m and n can therefore be summed into one amplitude R_{m,n}, independent of u and l, times this factor.

Q: Which of these waves make the moire image?

A: Those with (m, n) = (k, −k). Define the signed moire frequency and its phase:

f = 1/p_u − 1/p_l = (p_l − p_u)/(p_u p_l),
φ = 2π(u/p_u − l/p_l).

Order (k, −k) has frequency kf relative to the illumination and displacement factor exp(−ikφ). Let R_k be R_{k,−k} multiplied by the pupil's transmission for that order, which does not depend on u or l. Apart from a common illumination phase, which disappears from the intensity, the image field is

E(x) = Σ_k R_k exp[i k(2πf x − φ)]
= Σ_k R_k exp[2πi k f(x − X)],

where

X = φ/(2πf) = (u/p_u − l/p_l)/(1/p_u − 1/p_l).

Multiplying numerator and denominator by p_u p_l gives

X = (p_l u − p_u l)/(p_l − p_u),

which is the geometric result. The field depends on x − X, so the whole image shifts rigidly, not just its fundamental fringe. Its period is

P = 1/|f| = p_u p_l/|p_l − p_u|.

The condition is that waves with m + n ≠ 0 contribute negligibly within the pupil. A pupil alone does not guarantee this: high orders of the two gratings can combine into a low frequency that passes it. When the periods are in a simple ratio, that frequency can even coincide with the frequency of a moire order.

Q: Suppose the microscope blocks the zero order. The fringes then become twice as fine. Does the magnification change?

A: No. Orders +1 and −1 interfere at frequency 2f, and their relative displacement phase is −2φ. The displacement is still 2φ/(2π·2f) = X. What changes is the repeat distance of the dominant fringe, which becomes P/2, and this halves the unambiguous range.

Q: Give me numbers, including a film and multiple reflections.

A: Take periods of 500 and 550 nm, a wavelength of 600 nm, a 400 nm film of index 1.46 between the gratings, and a numerical aperture of 0.7. Then

P = 500 × 550/50 = 5500 nm.

For normal incidence, the sine of the first diffraction angle of a single grating in air is 600/500 = 1.200 or 600/550 = 1.091. Neither wave propagates there. In the film the values are 0.822 and 0.747, so both propagate between the gratings. The first moire order has sine 600/5500 = 0.109 and enters the microscope easily.

The numerical model is scalar, with thin binary gratings whose lines fill half the period. The amplitude transmission of the upper grating is 0.5 exp(0.6i) in the lines and 0.9 in the spaces; its amplitude reflection is 0.4 and 0.15. The lower grating reflects with amplitudes 0.6 and 0.3. The field is expanded in plane waves of frequency j/(5500 nm), with j from −60 to 60. A linear system sums the reflections between the gratings, the pupil removes steep waves, and the fringe position is read from the phase of the fundamental in the calculated image.

Call the arrangement with 500 nm above 550 nm set A. Its gains are

M_u = 550/50 = 11, M_l = −500/50 = −10.

In the calculated image, moving the upper grating by 5 nm shifts the fringe by 55.000 nm. Moving the lower one by 5 nm shifts it by −50.000 nm. Moving both gives 5.000 nm. The calculation includes waves with m + n ≠ 0, so for these parameters they do not disturb the motion at the digits shown.

With the zero order blocked, the second harmonic of the intensity is about 321 times the first. So large a ratio relies on lines that fill close to half the period, where the even diffraction orders are weak. With both gratings filled to 0.45 or 0.55 of the period it drops to about 30, and at 0.4 or 0.6 to about 17, so more of the fringe of period P remains. The maximum is not exactly at one half: at a fill of 0.505 the ratio is in the thousands. It also depends on the gap, being about 58 at 800 nm with half-filled lines.

Q: Those periods repeat together after 5500 nm. Is the result a product of that neat ratio?

A: The derivation did not use the ratio, and a separate calculation with periods of 500 and 537 nm illustrates this. Multiply two smooth periodic profiles, each of the form exp[2 cos(2π(x − s)/p)], where s is the displacement and p the period. Weight the product with a Gaussian of standard deviation 20 µm and find the phase at frequency f by numerical summation. Displacing each profile in turn by 8 nm gives gains of 14.5135 and −13.5135. The formulas give 537/37 = 14.5135 and −500/37 = −13.5135.

Q: Then I can measure X in set A, divide by 11, and report the overlay?

A: Not unless X is measured from the lower grating. Suppose u = 43 nm and l = 40 nm. The true overlay is 3 nm, but against a fixed camera origin

X_A = 11 × 43 − 10 × 40 = 473 − 400 = 73 nm.

Dividing by 11 gives 6.64 nm, more than twice the overlay. The excess is the common displacement: X_A = l + 11e = 40 + 33 nm, and the 40 nm has been mistaken for magnified overlay.

Q: How do you remove a common displacement that you do not know?

A: Print a second set, B, beside the first with the periods exchanged. Let p1 < p2. Set A has p1 above p2, and set B has p2 above p1. Both sets share the same u and l, each measured from the set's own design centre. Substitution gives

X_A = (p2 u − p1 l)/(p2 − p1),
X_B = (p1 u − p2 l)/(p1 − p2) = (p2 l − p1 u)/(p2 − p1).

Subtract:

X_A − X_B = (p2 u − p1 l − p2 l + p1 u)/(p2 − p1)
= (p1 + p2)(u − l)/(p2 − p1).

Add:

X_A + X_B = [(p2 − p1)u + (p2 − p1)l]/(p2 − p1) = u + l.

The difference contains the overlay alone, and the sum gives twice the mean displacement. In the example the pair gain is 1050/50 = 21. The calculated images move by X_A = 73.000 nm and X_B = 10.000 nm, so

e = (73 − 10)/21 = 3.000 nm,

while the sum is 83 nm = 43 + 40 nm.

Q: Fringes repeat. How large an overlay can the pair report without ambiguity?

A: Each fringe position is known modulo P, so X_A − X_B is too. From this difference alone, the overlay is known modulo

P/[(p1 + p2)/(p2 − p1)] = p1 p2/(p1 + p2) = 261.90 nm,

or within about ±131 nm of zero. A larger error needs further information, such as a coarse mark, to select the right interval.

Q: Why not bring the periods closer together and have as much magnification as I like?

A: It helps against an error of fixed length in reading the fringes. With a pair gain of 21, an error of 10 nm in X_A − X_B becomes 10/21 = 0.48 nm of overlay. It gives almost no help against a fixed phase error. If the phase difference between the two fringe sets is wrong by δψ, the length error is P δψ/(2π), and division by the pair gain leaves

δe = [p1 p2/(p1 + p2)] δψ/(2π).

The small difference p2 − p1 has cancelled. As the periods approach each other, this error tends to p1 δψ/(4π), while P diverges and eventually no longer fits in the target. At equal periods there is no fringe to follow, just a uniform brightness that depends on the overlay.

Q: You have discussed displacements. Where is the fringe when the overlay is zero?

A: That requires symmetry as well as translation. The fundamental Fourier coefficient of the intensity at u = l = 0 is

C = Σ_k R_{k+1} R_k*.

For mirror-symmetric gratings, a symmetric pupil and normal incidence, R_{−k} = R_k. Replace the summation index k by −k − 1:

C = Σ_k R_{−k} R_{−k−1}* = Σ_k R_k R_{k+1}* = C*.

So C is real. If it is positive, a bright fringe lies at x = 0. If it is negative, a dark fringe lies there and the bright one is at P/2. If it vanishes, there is no fundamental fringe to measure.

The gap can change the sign. Define the signed contrast as 2C divided by the mean intensity. At a gap of 400 nm it is 0.164 for set A and 0.167 for set B. With the gap changed to 800 nm and all else held fixed, it is −0.115 and −0.125, and the bright fringes sit at 2750 nm. The gains are unchanged. If the contrast of one set alone reversed without being noticed, the false overlay would be 2750/21 ≈ 131 nm.

Q: And if the illumination is slightly tilted?

A: The gains survive, because u and l still enter through the same phases. The zero can move. Mirror symmetry now gives R_k(−θ) = R_{−k}(θ), where θ is the tilt. The same change of index yields C(−θ) = C(θ)*, so the offset is odd in θ. A source that sends equal, mutually incoherent light from θ and −θ makes the total C real again.

The size of the offset is less simple. Keep orders −1, 0 and 1, and write to first order in the tilt

R_{±1}/R_0 = ρ(1 ± ε) exp[i(α ± δ)],

where ρ is a positive amplitude ratio, α is the phase common to both side orders, and ε and δ are small and odd in θ. Then

C = R_1 R_0* + R_0 R_{−1}*
= |R_0|² ρ [(1 + ε)e^{i(α+δ)} + (1 − ε)e^{−i(α−δ)}]
= 2|R_0|² ρ e^{iδ}(cos α + iε sin α).

Away from cos α = 0, the phase changes by δ + ε tan α. A slight imbalance between the side orders is thus strongly amplified where the contrast, proportional to cos α, is weak.

For a tilt of 1 mrad, with fringe shifts measured from their untilted positions, the model gives a false overlay of 0.016 nm at a gap of 400 nm but −6.5 nm at 300 nm, with all other parameters fixed. The error clearly does not grow in proportion to the gap. At 300 nm the signed contrast of set A is only 0.010, against −0.103 for set B, and set A supplies most of the error, as the term ε tan α suggests. At 400 nm the fringes of sets A and B move by 2.4 and 2.1 nm in the same direction, and most of this cancels in their difference. The small value there is no general assurance of tolerance to tilt.

Q: How close is all this to a real overlay target?

A: The periods, visible wavelength and oxide-like film are round values in the rough regime of optical moire targets; the grating coefficients are illustrative. Those of the upper spaces are not even physical for a passive thin sheet: lit equally and in phase from both sides, it would send out an amplitude 0.9 + 0.15 = 1.05 times the incoming one, and so create energy. The gains do not depend on these coefficients, but the calculated contrasts and false overlays do, and should be read as examples of behaviour, not as predictions. Real gratings have thickness and respond differently to the two polarizations. That changes R_k, and hence contrast and offsets, but not the translation phases behind the gains. Processing can also break the mirror symmetry on which the zero position relies. In the model, replace a 2 nm strip inside the right edge of every lower line by material of amplitude reflection 0.45 exp(i). The false overlay is 1.3 nm. Removing such a strip completely would move the geometric line centre by 1 nm, so an optical error can exceed the geometric one. Where the overlay budget is a few nanometres, this matters. The number belongs to this strip and this stack, and other profiles need their own calculation.

Q: The two layers may also differ slightly in scale. With gains this large, is that not dangerous?

A: For one set it changes the gain noticeably, but in the pair the leading change cancels. Let both upper periods be multiplied by 1 + η, with |η| much smaller than (p2 − p1)/p2. The upper gains become

set A: p2/(p2 − p1 − p1η) ≈ p2/(p2 − p1) + p1 p2 η/(p2 − p1)²,
set B: −p1/(p2 − p1 + p2η) ≈ −p1/(p2 − p1) + p1 p2 η/(p2 − p1)².

The first-order terms are equal and vanish from the difference. For η = 1 ppm, the gain of set A changes by the fraction p1η/(p2 − p1) = 10 ppm, while the calculated change of the pair gain is 0.00 ppm at the printed resolution. This concerns the gain. A scale difference also creates a true overlay that varies across the wafer, and the target reports the local value.
